# Second-order pseudo orbitals and augmented density with a perturbation-dependent overlap, part 2

We seek the second-order response of the density to a real, static perturbation of strength $\lambda$, such as an atom's displacement along $x$. Every quantity is expanded as $X=X_0+\lambda X_1+\lambda^2X_2+\dots$, so $X_2$ is half the second derivative.

The $N$ occupied orbitals $\psi_i$, columns of $\Psi$, have common occupation $f$ and a gap above them. They satisfy $H\Psi=S\Psi\Lambda$ and $\Psi^\dagger S\Psi=1$, where $S=1+\sum_{ab}q_{ab}|\beta_a\rangle\langle\beta_b|$, with projectors $\beta_a$ and fixed augmentation charges $q_{ab}$. At $\lambda=0$, $\Lambda_0$ is diagonal with energies $\varepsilon_i$.

With $P^\dagger=1-S_0\Psi_0\Psi_0^\dagger$, the unoccupied parts $\Phi_n$ (columns $\phi_{ni}$) obey

$$(H_0-\varepsilon_iS_0)\phi_{1i}=-P^\dagger(H_1-\varepsilon_iS_1)\psi_{0i}. \tag{7}$$

$$\begin{aligned}
(H_0-\varepsilon_iS_0)\phi_{2i}=-P^\dagger\Big[&(H_1-\varepsilon_iS_1)\psi_{1i}+(H_2-\varepsilon_iS_2)\psi_{0i}\\
&-\sum_j(S_0\psi_{1j}+S_1\psi_{0j})(\Lambda_1)_{ji}\Big]. 
\end{aligned} \tag{11}$$

With $s_n=\Psi_0^\dagger S_n\Psi_0$ and $A=\Psi_0^\dagger S_0\Psi_2$, normalization gives

$$A+A^\dagger+s_2+\Psi_1^\dagger S_0\Psi_1+\Psi_1^\dagger S_1\Psi_0+\Psi_0^\dagger S_1\Psi_1=0. \tag{12}$$

The anti-Hermitian parts of $\Psi_0^\dagger S_0\Psi_1$ and $A$ are a gauge choice that leaves the density unchanged. Set to zero, they give $\Psi_1=-\tfrac12\Psi_0s_1+\Phi_1$, $\Psi_2=\Phi_2+\Psi_0A$ and

$$A=-\tfrac12\left[s_2-\tfrac34s_1^2+\Phi_1^\dagger S_0\Phi_1+\Phi_1^\dagger S_1\Psi_0+\Psi_0^\dagger S_1\Phi_1\right]. \tag{14}$$

Orbitals computed at finite $\lambda$ are aligned to this gauge by decomposing $\Psi_0^\dagger S_0\Psi(\lambda)=u\sigma v^\dagger$ and rotating them by $U=vu^\dagger$.

The density $n$ includes real, symmetric augmentation functions $Q_{ab}$:

$$n(\mathbf r)=f\sum_i|\psi_i(\mathbf r)|^2+\sum_{ab}Q_{ab}(\mathbf r)\rho_{ab},\qquad \rho_{ab}=f\sum_ip_{ai}^*p_{bi},\quad p_{ai}=\langle\beta_a|\psi_i\rangle. \tag{16}$$

With $a,i$ suppressed,

$$p_1=\langle\beta_0|\psi_1\rangle+\langle\beta_1|\psi_0\rangle,$$

$$p_2=\langle\beta_0|\psi_2\rangle+\langle\beta_1|\psi_1\rangle+\langle\beta_2|\psi_0\rangle. \tag{17}$$

$$\rho_{1,ab}=f\sum_i(p_{0,ai}^*p_{1,bi}+p_{1,ai}^*p_{0,bi}),$$

$$\rho_{2,ab}=f\sum_i(p_{0,ai}^*p_{2,bi}+p_{1,ai}^*p_{1,bi}+p_{2,ai}^*p_{0,bi}). \tag{18}$$

$$n_2=f\sum_i\left(2\,\mathrm{Re}\,\psi_{0i}^*\psi_{2i}+|\psi_{1i}|^2\right)+\sum_{ab}\left(Q_0\rho_2+Q_1\rho_1+Q_2\rho_0\right)_{ab}. \tag{19}$$

The first sum in (19) is the smooth part; subscripts on $Q,\rho$ there are orders. For a rigidly carried projector, $\beta_1=-\beta'$ and $\beta_2=\tfrac12\beta''$; likewise for $Q$. The overlap coefficients are

$$S_1=\sum_{ab}q_{ab}\left(|\beta_1\rangle\langle\beta_0|+|\beta_0\rangle\langle\beta_1|\right)_{ab},$$

$$S_2=\sum_{ab}q_{ab}\left(|\beta_2\rangle\langle\beta_0|+|\beta_1\rangle\langle\beta_1|+|\beta_0\rangle\langle\beta_2|\right)_{ab}, \tag{20}$$

the first vector carrying $a$, the second $b$. Below, $T$ is the kinetic operator. We now check that no piece of $n_2$ is missing.

**Q.** With so many pieces, how would I notice a missing one?

**A.** By counting charge. The augmentation functions satisfy $\int Q_{ab}=q_{ab}$ at every $\lambda$, so $\int Q_0=q$ while $\int Q_1=\int Q_2=0$. The integral of the augmentation part of (19) is therefore $\sum_{ab}q_{ab}\rho_{2,ab}$. Inserting (17) and (18), and collecting the projectors with (20), turns this sum into the second-order expectation value of $S-1$. Adding the smooth part gives

$$\int n_2=f\,\mathrm{Tr}\left[A+A^\dagger+\Psi_1^\dagger S_0\Psi_1+\Psi_1^\dagger S_1\Psi_0+\Psi_0^\dagger S_1\Psi_1+s_2\right]=0. \tag{21}$$

The bracket is the left side of (12). Charge conservation at second order is thus the trace of the normalization condition. It does not detect every fault: leaving out $Q_1\rho_1$, for example, changes the density without changing its integral.

**Q.** Does this cover PAW, or merely ultrasoft pseudopotentials?

**A.** For PAW, $Q_{ab}$ in the all-electron valence density is the difference between products of all-electron and pseudo partial waves. In the density that generates the smooth Hartree potential, it is replaced by a compensation charge; whether that charge also enters exchange and correlation depends on the formulation. Equation (19) holds for either choice. A frozen core carried by the moving atom adds half the second derivative of its own density to the total. If a core density also enters exchange and correlation, the exchange-correlation part of the potential must be expanded in the sum of valence and core densities, so the core's first- and second-order changes appear there too. The Hamiltonian differs too, because PAW adds one-centre energies depending on $\rho_{ab}$. The equations for it below assume that the augmentation charge enters both the Hartree and the exchange-correlation energy. If it enters the Hartree energy alone, the exchange-correlation potential is evaluated and expanded at the density without that charge, and it is left out of the integrals of the potential with $Q_{ab}$.

**Q.** That brings up my main objection. Equation (11) requires $H_2$, and $H_2$ depends on the density $n_2$ that you are trying to find.

**A.** The equations have to be solved self-consistently. Consider the mean-field energy

$$E=f\sum_i\langle\psi_i|T|\psi_i\rangle+\sum_{ab}B_{ab}\rho_{ab}+\int vn+E_{\mathrm{Hxc}}[n]+E_c[\rho],$$

with bare strengths $B_{ab}$, local potential $v$, Hartree and exchange-correlation energy $E_{\mathrm{Hxc}}$, and one-centre energy $E_c$. Varying $\langle\psi_i|$ changes $\rho_{ab}$ by $f\langle\delta\psi_i|\beta_a\rangle\langle\beta_b|\psi_i\rangle$. It changes $n$ both directly and through $\rho_{ab}$. Collecting the terms,

$$H=T+V+\sum_{ab}D_{ab}|\beta_a\rangle\langle\beta_b|,\qquad V=v+\frac{\delta E_{\mathrm{Hxc}}}{\delta n},$$

$$D_{ab}=B_{ab}+\int VQ_{ab}+\frac{\partial E_c}{\partial\rho_{ab}}. \tag{22}$$

Let $K$ and $K^{(3)}$ be the second and third functional derivatives of $E_{\mathrm{Hxc}}$ at $n_0$. Substituting $n_0+\lambda n_1+\lambda^2n_2$ into $V$ gives

$$V_2=v_2+Kn_2+\tfrac12K^{(3)}n_1n_1, \tag{23}$$

with integrations over the arguments of $n_1$ and $n_2$ understood. The factor $\tfrac12$ comes from the Taylor series of $V$. In the same way,

$$D_2=\int(V_2Q_0+V_1Q_1+V_0Q_2)+E_c''\rho_2+\tfrac12E_c'''\rho_1\rho_1, \tag{24}$$

where primes on $E_c$ denote derivatives with respect to $\rho$, contracted with the matrices that follow. With the indices $ab$ again suppressed,

$$\begin{aligned}
H_2=V_2+\sum_{ab}\big[&D_2|\beta_0\rangle\langle\beta_0|+D_1(|\beta_1\rangle\langle\beta_0|+|\beta_0\rangle\langle\beta_1|)\\
&+D_0(|\beta_2\rangle\langle\beta_0|+|\beta_1\rangle\langle\beta_1|+|\beta_0\rangle\langle\beta_2|)\big].
\end{aligned} \tag{25}$$

**Q.** Is the second-order problem then nonlinear?

**A.** Not in its unknowns. Once first order is solved, $n_2$ and $\rho_2$ enter $H_2$ linearly, through $Kn_2$, its integral with $Q_0$, and $E_c''\rho_2$. The matrix $A$ does not contain $H_2$ at all, so it stays fixed. The unknown part of $H_2$ acts on $\psi_{0i}$ in (11), just as the induced part of $H_1$ acts in (7). The density responds through $\Phi_2$ as it did through $\Phi_1$. The linear operator to be inverted is therefore the same at both orders, and only the known source differs.

The procedure fails if an empty level becomes degenerate with an occupied one among the states on which (11) is solved, for example at the same Bloch vector when the perturbation is lattice-periodic, because (11) then loses its unique solution. If the gap closes only between sectors that are never mixed, such as different Bloch vectors, (11) stays solvable, but fixed occupations no longer describe the ground state. It also fails if that linear self-consistency operator becomes singular. This happens at the onset of an instability of the ground state, and also when a broken continuous symmetry allows the density to change at no cost in energy. The energy functional must have the derivatives used in (23) and (24). For a metal, changes of occupation would have to be added.

**Q.** I would like to see numbers, preferably with complex orbitals, so that a misplaced complex conjugate has a chance to show.

**A.** Take a one-dimensional crystal in Hartree atomic units, with cell length 10 bohr and atoms at 4.0 and 6.4 bohr. The parameters are round model values. With $y$ the signed distance from an atom, positive to its right:

- The wells are $-4e^{-y^2/2w^2}$ and $-3e^{-y^2/2w^2}$ hartree, with $w=0.7$ bohr.
- Each atom has an even and an odd projector, the normalized functions proportional to $e^{-y^2/2c^2}$ and $ye^{-y^2/2c^2}$, with $c=0.4$ bohr.
- With $g$ the normalized Gaussian of width $c$, the diagonal $Q_{ab}$ are $0.4g,\,0.2g$ on the first atom and $0.3g,\,0.1g$ on the second. The off-diagonal one is $0.1(y/c)g$.
- The bare strengths are $0.3,-0.2$ and $0.2,-0.1$ hartree.
- Two electrons a distance $d$ apart repel through $0.5e^{-d^2/2w^2}$ hartree, and $v_{xc}=-0.3n+0.1n^2/2$.
- The one-centre term adds $0.2t+0.1t^2/2$ to both diagonal strengths of an atom, where $t$ is the trace of its $\rho_{ab}$.

The cell holds four electrons. The Bloch vectors are $\pm0.157$ bohr$^{-1}$, a time-reversed pair with equal densities, so one of them with $f=2$ suffices. For the periodic part of the orbitals, the kinetic operator contains $p+k$ and each projector carries a factor $e^{-iky}$ that moves with its atom. The two occupied energies are $-2.085$ and $-1.382$ hartree. The next is $-0.610$ hartree, which leaves a gap of 0.772 hartree at this Bloch vector.

**Q.** Displace the second atom, in every cell alike, and show me $A$ for the upper occupied orbital.

**A.** The diagonal elements needed in (14), in bohr$^{-2}$, are

$$s_2=-0.18682,\qquad (s_1^2)=0.00076,$$

$$\langle\phi_1|S_0|\phi_1\rangle=0.71269,\qquad 2\,\mathrm{Re}\langle\phi_1|S_1|\psi_0\rangle=0.41850 .$$

Therefore

$$A=-\tfrac12\left[-0.18682-0.00057+0.71269+0.41850\right]=-0.4719\ \mathrm{bohr}^{-2}.$$

The overlap terms alone would give $+\tfrac12(0.18682+0.00057)=+0.0937$ bohr$^{-2}$, which has the wrong sign. Over both orbitals, this mistake would create a spurious second-order charge of 2.317 electrons per bohr$^2$. At a displacement of 0.1 bohr that is $2.317\times0.01=0.023$ electron, out of four in the cell.

**Q.** And with the correct $A$ the charge balances?

**A.** The four groups of terms in (21), summed over both orbitals and multiplied by $f$, are

$$-1.95317+1.46668+0.84888-0.36239=0.00000$$

electrons per bohr$^2$. They come from $A+A^\dagger$, the norm of $\Psi_1$, the two cross terms with $S_1$, and $s_2$. Independently, integrating the computed $n_2$ on the grid gives $-0.02413$ for the smooth part and $+0.02413$ for the augmentation part. Neither part is conserved separately.

**Q.** The integrated augmentation is tiny. Could I leave it out of $n_2$?

**A.** A small integral does not imply a small function. These are the contributions at three points, in bohr$^{-3}$:

| $x$ (bohr) | smooth | $Q_0\rho_2$ | $Q_1\rho_1$ | $Q_2\rho_0$ | $n_2$ |
|---|---|---|---|---|---|
| 4.0 | −0.018 | 0.026 | 0.000 | 0.000 | 0.008 |
| 5.2 | 0.680 | 0.001 | 0.002 | 0.106 | 0.789 |
| 6.4 | −2.197 | −0.001 | −0.061 | −1.123 | −3.383 |

At the displaced atom the augmentation supplies $1.186/3.383$, or 35 per cent, of $n_2$. Nearly all of that comes from $Q_2\rho_0$, the curvature of the moving augmentation charge, whose integral is zero. At the first atom $Q_1$ and $Q_2$ contribute nothing visible: that atom is at rest, and the functions of the other have decayed.

The sign of the large term can be derived. At the centre of the atom $\tfrac12g''(0)=-g(0)/(2c^2)$ is negative, and the second derivative of the odd off-diagonal function is zero there. The term is therefore negative when the static monopole augmentation charge is positive. The value of $n_2$ at this point is $-3.383$ bohr$^{-3}$, or $-22.83$ Å$^{-3}$. It is the largest magnitude among the 75 grid points; the extremum of the continuous function lies slightly to the side of the atom's centre.

**Q.** All this could still be consistent bookkeeping around a wrong formula. What stands outside it?

**A.** Complete self-consistent solutions with the atom actually displaced. Numerical derivatives with a step of 0.01 bohr reproduce $n_2$ to $2\times10^{-7}$ bohr$^{-3}$, about $6\times10^{-8}$ of its largest magnitude. After the alignment described above, the same solutions also confirm $\Lambda_1$, $A$ and the components of $\Psi_2$. The deviations are listed in the numerical output.

A second test changes the gauge at both orders. The grid coefficients of $\Psi_2$ then change by up to 0.14 bohr$^{-2}$, a figure that depends on the grid spacing, the gauge matrices and the phases of the starting orbitals. The density $n_2$ nevertheless agrees to rounding error.

A third test needs no displaced solution. If both atoms move together, the density must follow as $n_0(x-\lambda)$, so

$$n_2=\tfrac12n_0'' .$$

The response calculation satisfies this to $8\times10^{-10}$ bohr$^{-3}$. This compares the density at each point, which charge conservation cannot do. It has a blind spot, however: in a rigid shift the $\rho_{ab}$ stay constant, so $\rho_1=\rho_2=0$ and a missing $Q_1\rho_1$ would go unnoticed. That term is tested by the solutions in which the second atom alone is displaced.

**Q.** How far can the atom move before the second-order density stops being useful?

**A.** That depends on the accuracy required. For this model I measure the error by $(\int|\Delta n|^2dx)^{1/2}$. At 0.1 bohr it is 0.0260 bohr$^{-1/2}$ if the series stops at first order, and 0.00306 bohr$^{-1/2}$ if $n_2$ is included, a reduction by a factor of 8.5.

The leading omitted terms are proportional to $\lambda^2$ and $\lambda^3$ respectively. Halving the displacement should therefore divide the two errors by about 4 and 8, and the calculated ratios are 3.99 and 7.97. At these displacements the remainder is thus close to its leading power. For larger ones the third-order term has to be compared with the accuracy sought, since the second-order formula contains no estimate of its own error.

## Table of computed values

```
cell length 10.0 bohr, grid points 75, Bloch vector 0.15708 1/bohr
atom positions 4.0, 6.4 bohr; well depths (4.0, 3.0) hartree
well width 0.7 bohr, projector and augmentation width 0.4 bohr
augmentation charges (even, odd) ((0.4, 0.2), (0.3, 0.1)), dipole factor 0.1
bare nonlocal strengths [ 0.3 -0.2  0.2 -0.1] hartree
repulsion 0.5 hartree, width 0.7 bohr
xc coefficients -0.3 hartree bohr, 0.1 hartree bohr^2
one-centre coefficients 0.2, 0.1 hartree
orbital energies (2 occupied, 1 empty): [-2.08486 -1.38237 -0.61023] hartree
gap at this Bloch vector: 0.77215 hartree
Second atom displaced; upper occupied orbital, diagonal elements:
  s1                  -0.017699 1/bohr
  s2                  -0.186820 1/bohr^2
  (s1 squared)        0.000761 1/bohr^2
  <phi1|S0|phi1>      0.712692 1/bohr^2
  2 Re <phi1|S1|psi>  0.418496 1/bohr^2
  A                   -0.471899 1/bohr^2
  A from S1, S2 alone 0.093695 1/bohr^2
false second-order charge from S1, S2 alone: 2.317428 e/bohr^2
Charge balance of n2, both orbitals, e/bohr^2:
  2 Re <psi0|S0|psi2> -1.953167
  <psi1|S0|psi1>      1.466677
  2 Re <psi0|S1|psi1> 0.848880
  <psi0|S2|psi0>      -0.362390
  smooth part -0.024132, augmentation 0.024132
  total from the grid 2.8e-16
n2 in 1/bohr^3: position/bohr, smooth, Q0 rho2, Q1 rho1, Q2 rho0, total
  4.00   -0.01804    0.02554    0.00000    0.00000    0.00750
  5.20    0.67968    0.00104    0.00245    0.10589    0.78907
  6.40   -2.19723   -0.00147   -0.06143   -1.12260   -3.38273
n2 at the displaced atom: -22.8278 1/angstrom^3
largest |n2| on the grid: 3.38273 1/bohr^3
finite-difference step 0.01 bohr; largest deviations:
  n1 1.7e-07 1/bohr^2, n2 1.9e-07 1/bohr^3
  psi2 coefficients 4.1e-09, A 2.4e-09 1/bohr^2
  Lambda1 1.9e-09 hartree/bohr
other gauge: psi2 coefficients change by 0.144 1/bohr^2, n2 by 1.3e-15 1/bohr^3
rigid shift: n2 minus half the second derivative of n0: 8.2e-10 1/bohr^3
rms-type remainder (root of integrated square), 1/bohr^(1/2):
  shift 0.1 bohr: first order 2.601e-02, second order 3.064e-03
  shift 0.05 bohr: first order 6.516e-03, second order 3.844e-04
  ratios on halving the shift: 3.992 and 7.973
```
